# Electronic Friction from an Adsorbate Level That Moves with Position

A molecular-dynamics calculation of film growth has to decide whether an arriving atom needs an electronic damping force \(-\eta v\) beside the forces from the other atoms, and what value of \(\eta\) to use. If one orbital of the atom dominates the coupling to the metal and its couplings to the metal states stay fixed along the path, \(\eta\) follows from two quantities of a static calculation: the slope of the orbital energy along the path and the orbital's density of states at the Fermi energy.

**Model and conventions**

The atom follows a prescribed classical path \(x(t)\) with velocity \(v=\dot x\). Electrons of one spin are independent and start at zero temperature with Fermi energy \(E_F\). Their Hamiltonian is

\[
H=\varepsilon_a(x)\,a^\dagger a+\sum_k\varepsilon_k c_k^\dagger c_k+\sum_k\left(V_k a^\dagger c_k+V_k^* c_k^\dagger a\right). \tag{1}
\]

The metal band is wide and flat: the half-width

\[
\Delta=\pi\sum_k|V_k|^2\delta(\varepsilon-\varepsilon_k) \tag{2}
\]

does not depend on energy. The couplings \(V_k\), and with them \(\Delta\), are also taken not to depend on \(x\), a condition that is partly lifted below. A prime means \(d/dx\), a dot \(d/dt\).

The electronic force is the mean of \(-\partial H/\partial x\). Only the level depends on \(x\), so

\[
F=-\varepsilon_a'\,n(t),\qquad n=\langle a^\dagger a\rangle . \tag{3}
\]

Friction is therefore the part of the occupation that lags behind the motion.

**Equation for the occupation**

The Heisenberg equations are

\[
i\hbar\dot a=\varepsilon_a a+\sum_kV_kc_k,\qquad i\hbar\dot c_k=\varepsilon_kc_k+V_k^*a. \tag{4}
\]

The second one integrates to

\[
c_k(t)=e^{-i\varepsilon_k(t-t_0)/\hbar}c_k(t_0)-\frac{i}{\hbar}V_k^*\int_{t_0}^t e^{-i\varepsilon_k(t-t')/\hbar}a(t')\,dt'. \tag{5}
\]

Put into the first, the last term contains the kernel

\[
\sum_k|V_k|^2e^{-i\varepsilon_k\tau/\hbar}=\frac{\Delta}{\pi}\int_{-\infty}^{\infty}e^{-i\varepsilon\tau/\hbar}d\varepsilon=2\hbar\Delta\,\delta(\tau). \tag{6}
\]

The time integral ends at \(\tau=0\), so half of the delta function counts, and the term becomes \(-(i/\hbar)\,\hbar\Delta\,a=-i\Delta a\). Hence

\[
i\hbar\dot a=(\varepsilon_a-i\Delta)a+\sum_kV_ke^{-i\varepsilon_k(t-t_0)/\hbar}c_k(t_0). \tag{7}
\]

The memory of \(a(t_0)\) decays as \(e^{-\Delta(t-t_0)/\hbar}\) and is dropped. What remains is linear in the incoming band operators:

\[
a(t)=\sum_kV_kA(\varepsilon_k,t)\,e^{-i\varepsilon_k(t-t_0)/\hbar}c_k(t_0). \tag{8}
\]

Differentiating the exponential in (8) gives an extra \(\varepsilon A\) on the left of (7), so

\[
i\hbar\dot A=(\varepsilon_a-i\Delta-\varepsilon)A+1. \tag{9}
\]

Band states below \(E_F\) are filled and independent. With (2), the occupation is

\[
n(t)=\frac{\Delta}{\pi}\int_{-\infty}^{E_F}|A(\varepsilon,t)|^2\,d\varepsilon. \tag{10}
\]

**Expansion for slow motion**

Define \(u=\varepsilon-\varepsilon_a\) and

\[
G=\frac{1}{u+i\Delta}=\frac{u-i\Delta}{u^2+\Delta^2}. \tag{11}
\]

Equation (9) then reads \(i\hbar\dot A=1-A/G\), or

\[
A=G-i\hbar G\dot A. \tag{12}
\]

Each iteration of (12) adds one time derivative. At zeroth order \(A=G\), and (10) gives the occupation of an atom at rest,

\[
n_0=\frac{\Delta}{\pi}\int_{-\infty}^{E_F-\varepsilon_a}\frac{du}{u^2+\Delta^2}=\frac12-\frac1\pi\arctan\frac{\varepsilon_a-E_F}{\Delta}. \tag{13}
\]

The integrand of (13), with its prefactor, is the orbital's density of states

\[
\rho_a(\varepsilon)=\frac{\Delta/\pi}{(\varepsilon-\varepsilon_a)^2+\Delta^2}. \tag{14}
\]

For the first order, \(\dot u=-\dot\varepsilon_a\) gives \(\dot G=-G^2\dot u=\dot\varepsilon_aG^2\), so

\[
A_1=-i\hbar G\dot G=-i\hbar\dot\varepsilon_aG^3. \tag{15}
\]

The first-order change of \(|A|^2\) is \(2\,\mathrm{Re}(G^*A_1)\). Since \(\mathrm{Re}(-iz)=\mathrm{Im}\,z\) and \(G^*G^3=|G|^2G^2\), it equals

\[
2\hbar\dot\varepsilon_a|G|^2\,\mathrm{Im}\,G^2=-\frac{4\hbar\dot\varepsilon_a\,u\Delta}{(u^2+\Delta^2)^3}=\hbar\dot\varepsilon_a\Delta\,\frac{d}{du}\frac{1}{(u^2+\Delta^2)^2}, \tag{16}
\]

where \(\mathrm{Im}\,G^2=-2u\Delta/(u^2+\Delta^2)^2\) follows from (11). The change is a total derivative: motion rearranges the contributions of deep states, but their sum cancels and the value at the Fermi energy survives. Inserting (16) in (10),

\[
n_1=\frac{\hbar\dot\varepsilon_a}{\pi}\,\frac{\Delta^2}{[(E_F-\varepsilon_a)^2+\Delta^2]^2}=\pi\hbar\,\rho_a(E_F)^2\,\dot\varepsilon_a. \tag{17}
\]

The sign is that of a delay. A rising level should empty, and it holds more charge than at rest because the electrons have not yet left. With \(\dot\varepsilon_a=\varepsilon_a'v\), equation (3) becomes

\[
F=-\varepsilon_a'n_0-\eta v,\qquad \boxed{\eta=\pi\hbar\,(\varepsilon_a')^2\rho_a(E_F)^2}\quad\text{per spin}. \tag{18}
\]

The slope enters once through the delay and once through the force, so \(\eta\ge0\) for either sign of the slope. Two equivalent, independent spins give \(2\eta\).

If the level crosses \(E_F\) completely at constant slope and speed, the loss is

\[
\int\eta v\,dx=\pi\hbar v|\varepsilon_a'|\int_{-\infty}^{\infty}\rho_a^2\,d\varepsilon_a=\frac{\hbar v|\varepsilon_a'|}{2\Delta}, \tag{19}
\]

because \(\int du/(u^2+\Delta^2)^2=\pi/(2\Delta^3)\) makes the integral of \(\rho_a^2\) equal to \(1/(2\pi\Delta)\). In the opposite limit, a level far from \(E_F\), \(\eta\) falls as \(\Delta^2/(E_F-\varepsilon_a)^4\).

A direct test propagates a many-electron state of a finite metal with 600 band levels between \(-15\) and \(15\), in units \(\hbar=\Delta=1\). The level follows \(-0.4+e^{-t^2/200}\) and returns to its start. The absorbed energy is 0.02473, against 0.02486 from \(\int\eta v^2dt\). For this symmetric pulse \(n_0\) is even in time, so the odd part of \(n(t)\) isolates the lag; at \(t=10\) it is \(-0.01768\), against \(-0.01801\) from (17).

**How slow is slow**

The next iteration of (12) uses \(\dot A_1=-i\hbar(\ddot\varepsilon_aG^3+3\dot\varepsilon_a^2G^4)\) and gives

\[
A_2=-i\hbar G\dot A_1=-\hbar^2\left(\ddot\varepsilon_aG^4+3\dot\varepsilon_a^2G^5\right). \tag{20}
\]

Since \(|G|\le1/\Delta\), the expansion can be used where

\[
\frac{\hbar|\varepsilon_a'v|}{\Delta^2}\ll1,\qquad \frac{\hbar|\ddot\varepsilon_a/\dot\varepsilon_a|}{\Delta}\ll1. \tag{21}
\]

At a turning point of the level \(n_1\) vanishes and the second ratio diverges, although the lag itself stays small. For a vibration of angular frequency \(\omega\), the second condition becomes \(\hbar\omega/\Delta\ll1\).

The correction can be found at the crossing, \(\varepsilon_a=E_F\). For \(u<0\) write \(u=-\Delta\cot\theta\) with \(0<\theta<\pi/2\). Then \(G=-(\sin\theta/\Delta)e^{i\theta}\) and \(du=\Delta\,d\theta/\sin^2\theta\). The terms in \(\dot\varepsilon_a^2\), from \(|A_1|^2+2\,\mathrm{Re}(G^*A_2)\), are proportional to

\[
\int_0^{\pi/2}\sin^4\theta\,(1-6\cos4\theta)\,d\theta=\frac{3\pi}{16}-\frac{6\pi}{32}=0. \tag{22}
\]

The term in \(\ddot\varepsilon_a\) is \(-2\hbar^2\ddot\varepsilon_a|G|^2\mathrm{Re}\,G^3\). With \(\int_0^{\pi/2}\sin^3\theta\cos3\theta\,d\theta=-5/12\), it contributes

\[
n_2=\frac{2\hbar^2\ddot\varepsilon_a}{\pi\Delta^3}\left(-\frac{5}{12}\right),\qquad \frac{n_2}{n_1}=-\frac56\,\frac{\hbar\ddot\varepsilon_a}{\Delta\,\dot\varepsilon_a}\quad(\varepsilon_a=E_F). \tag{23}
\]

**The same friction from electron–hole pairs**

Let the atom make a small excursion \(x(t)\) about a fixed point, and let \(M_{pq}\) be the matrix element of \(\partial H/\partial x\) between eigenstates \(p,q\) there. With \(\tilde x(\omega)=\int x\,e^{i\omega t}dt\), first-order perturbation theory gives the absorbed energy

\[
W=\sum_{p\,\text{filled},\,q\,\text{empty}}(\varepsilon_q-\varepsilon_p)\frac{|M_{pq}|^2}{\hbar^2}\left|\tilde x\!\left(\tfrac{\varepsilon_q-\varepsilon_p}{\hbar}\right)\right|^2. \tag{24}
\]

Slow motion excites pairs close to \(E_F\). Define \(S=\sum_{pq}|M_{pq}|^2\delta(\varepsilon_p-E_F)\delta(\varepsilon_q-E_F)\). For a pair energy \(\hbar\omega\) the filled state can lie anywhere in a window of width \(\hbar\omega\) below \(E_F\), so the weight of such pairs is \(S\,\hbar\omega\,d(\hbar\omega)\), and

\[
W=\hbar S\int_0^\infty\omega^2|\tilde x|^2d\omega=\pi\hbar S\int\dot x^2dt. \tag{25}
\]

The last step is Parseval's theorem. Thus \(\eta=\pi\hbar S\). For fixed couplings \(M_{pq}=\varepsilon_a'\,c_{a,p}^*c_{a,q}\), where \(c_{a,p}\) is the orbital's amplitude in state \(p\). Because \(\sum_p|c_{a,p}|^2\delta(\varepsilon_p-E_F)=\rho_a(E_F)\), this returns (18). This road does not use the flatness of the band.

It also shows what a changing width does. If all couplings scale together, \(V_k'=V_k\Delta'/(2\Delta)\). The eigenvalue equation projected on the orbital is \(\sum_kV_kc_{k,p}=(\varepsilon_p-\varepsilon_a)c_{a,p}\). The two hopping terms in \(M_{pq}\) therefore add \((\Delta'/2\Delta)(\varepsilon_p+\varepsilon_q-2\varepsilon_a)c_{a,p}^*c_{a,q}\), and at \(E_F\)

\[
\eta=\pi\hbar\,\rho_a(E_F)^2\left[\varepsilon_a'+(E_F-\varepsilon_a)\frac{\Delta'}{\Delta}\right]^2. \tag{26}
\]

If the couplings scale together, (18) thus needs a fixed width, or a level at \(E_F\). A fixed width alone is not enough, because the \(V_k\) can change while \(\Delta\) does not. For motion along a one-dimensional metal with a band symmetric in \(k\), \(V_k=Ve^{ikx}\) leaves level and width constant, so (18) and (26) give zero. But \(V_k'=ikV_k\) connects the orbital to the standing waves that do not mix with it. Then \(S=2\rho_a(E_F)\,\Delta k_F^2/\pi\) and \(\eta=2\hbar\rho_a(E_F)\,\Delta k_F^2\). The sum (24) was tested on the same finite metal with \(\varepsilon_a=-0.7\), \(\varepsilon_a'=1\), and \(E_F\) midway between the highest filled and lowest empty levels. For \(\Delta'=0\) both sum and formula give 0.1393; for \(\Delta'=-0.6\) both give 0.0454.

At finite temperature, upward minus downward transitions carry the weight \(f(\varepsilon_p)-f(\varepsilon_q)\), which for small pair energy is \(-f'(\varepsilon)\,\hbar\omega\). The zero-temperature result is then averaged over energy:

\[
\eta(T)=\pi\hbar(\varepsilon_a')^2\int\left(-\frac{\partial f}{\partial\varepsilon}\right)\rho_a(\varepsilon)^2d\varepsilon . \tag{27}
\]

For \(k_BT=0.3\) and fixed width, the pair sum and (27) both give 0.1522.

**Which slope: repulsion between the spins**

Let opposite spins repel with energy \(U\), treated in mean field for an unpolarized atom. Each spin sees the level \(e=\varepsilon_a+Un\). At rest \(dn_0/de=-\rho_a\), so \(e'=\varepsilon_a'-U\rho_ae'\), or

\[
e'=\frac{\varepsilon_a'}{1+U\rho_a}. \tag{28}
\]

In motion the lag \(n_1\) shifts the level by \(Un_1\), which reduces the occupation by \(\rho_aUn_1\). To first order in \(v\), \(n_1=-\rho_aUn_1+\pi\hbar\rho_a^2e'v\). Solving for \(n_1\) and multiplying by \(\varepsilon_a'\),

\[
\eta=\pi\hbar\rho_a^2\,\frac{\varepsilon_a'e'}{1+U\rho_a}=\pi\hbar\,\rho_a(E_F)^2\,(e')^2. \tag{29}
\]

Within this mean field, (18) keeps its form if the slope is that of the self-consistent level. A bare slope overestimates \(\eta\) by \((1+U\rho_a)^2\). The unpolarized state requires \(U\rho_a<1\).

**Example: a phosphorus atom landing on tungsten**

Take a phosphorus atom (30.974 u) arriving at a tungsten film at 600 K during vapour deposition. Its kinetic energy near the surface is set to 2 eV, so \(v=3.53\) nm/ps, held constant. The level is modelled by

\[
\varepsilon_a-E_F=2\ \text{eV}-(3\ \text{eV})\,e^{-z/0.1\,\text{nm}},\qquad\Delta=1\ \text{eV}, \tag{30}
\]

with the height \(z\) counted from a chosen inner point of the path. The level meets \(E_F\) at \(z=0.1\ln1.5=0.0405\) nm, where the slope is \((3/0.1)(2/3)=20\) eV/nm and \(\rho_a=1/\pi=0.318\) eV\(^{-1}\). With \(\hbar=6.58\times10^{-4}\) eV ps,

\[
\eta=\pi(6.58\times10^{-4})(20)^2(0.318)^2=0.084\ \text{eV ps/nm}^2=1.34\times10^{-14}\ \text{kg/s}. \tag{31}
\]

The drag is \(0.0838\times3.53=0.30\) eV/nm, beside a static electronic force of \(20\times\tfrac12=10\) eV/nm. The damping rate \(\eta/m\) is 0.26 ps\(^{-1}\), a time of 3.8 ps, whereas the path from 0.4 nm to 0 takes about 0.11 ps. The loss is accordingly small: 19.5 meV per spin, or 1.0 % of the kinetic energy. A full crossing at the slope of 20 eV/nm would cost 23.2 meV by (19).

Friction is local. It is 0.047 eV ps/nm\(^2\) at \(z=0\), where the slope has risen to 30 eV/nm but \(\rho_a^2\) has fallen to a quarter. At 0.2 nm it is 0.0003 eV ps/nm\(^2\).

At the crossing, the parameters in (21) are 0.046 and 0.023. Here \(\ddot\varepsilon_a/\dot\varepsilon_a=v/(0.1\ \text{nm})\), so (23) predicts a lag at the crossing 1.9 % below (17). Integration of (9) gives 2.8 % below; the remainder belongs to higher orders not derived here. At one tenth of the speed the prediction is 0.19 % and the integration gives about 0.2 %. The loss over the whole path changes less, to 19.7 meV.

**The model beside the real surface**

The masses are those of the real atoms; the level, width and kinetic energy are round values of a rough size expected for a reactive atom on a metal, not computed for this pair. Real phosphorus has three \(3p\) orbitals, and the \(d\) band of tungsten is neither flat nor very wide. The sizes of several omissions can be compared, each with the other settings held fixed:

- Speed: the static electronic force would do 1.2 eV of work per spin on the way in. With two independent spins and no other force, the atom would reach 5.2 nm/ps and the loss would rise from 19.5 to 24.8 meV per spin. Repulsion from the film atoms, also left out of the prescribed path, acts against this.
- Temperature: at 600 K, friction at the crossing is 1.7 % lower.
- Finite band: a flat band of half-width 5 eV with \(E_F\) 1 eV above its centre shifts the level up by 0.13 eV, which lowers friction at the old crossing height, \(z=0.0405\) nm, by 3 %. The level now meets \(E_F\) further in, where its slope is steeper and friction is 13 % above the old crossing value, so the total loss rises by about 3 %.
- Width: if \(\Delta\) decays over 0.2 nm, with 1 eV kept at the crossing, friction at \(z=0\) falls by a third. There the two terms in (26) have opposite signs. Outside the crossing they have the same sign, and the total loss is 20.6 meV, little changed. This assumes that all couplings scale together. A change in their pattern adds friction: the one-dimensional result \(2\hbar\rho_a\Delta k_F^2\), for a level at \(E_F\) and \(k_F\) between 6 and 12 nm\(^{-1}\), is 0.015 to 0.060 eV ps/nm\(^2\), comparable to (31).
- Repulsion: if (30) were a bare level and \(U=2\) eV, the self-consistent level would meet \(E_F\) where \(\varepsilon_a-E_F=-U/2\), which is at \(z=0\), with a bare slope of 30 eV/nm. By (29), friction there would be 0.37 times what (18) gives with the bare slope. This is 0.070 eV ps/nm\(^2\), against 0.084 eV ps/nm\(^2\) at the crossing without repulsion. The estimate is limited to \(U<\pi\Delta=3.1\) eV: above that, mean field gives a spin-polarized atom at the crossing and (29) no longer applies. Whether a real atom stays below this limit has to be checked.

Lattice recoil can take far more energy than electronic friction. A head-on elastic collision with one free tungsten atom (183.84 u) at rest transfers the fraction \(4mM/(m+M)^2=0.49\), or about 1 eV, against 0.04 eV for the electrons of two independent spins. This is the value for a short, hard collision. A bound film atom takes up less if the collision is slow compared with its vibration. With a tungsten atom held by a spring at 6 THz and an exponential repulsion, a classical trajectory gives 0.88 eV for a decay length of 0.02 nm, but only 0.06 eV for 0.1 nm. The soft-collision value depends strongly on the spring: at 3 THz the two values are 0.96 and 0.44 eV. For a hard first impact, the motion of the film atoms must therefore be treated before electronic friction matters. The later decay of the atom's vibration is a different question. For a harmonic vibration the mean of \(mv^2\) equals the energy, so the force \(-\eta v\) removes energy at the rate \(\eta/m\) per spin if \(\eta\) varies little over the vibration. This rate must be compared with the phonon damping of the same vibration, which is not computed here. At 600 K the electrons also return energy, so the vibration settles at its thermal energy and not at rest; a simulation that follows this decay needs a random electronic force beside \(-\eta v\). The numerical output below lists the inputs and most of the results.

## Numbers as computed

```
LATTICE TESTS (hbar = width = 1)
absorbed energy, time evolution: 0.02473
absorbed energy, formula: 0.02486
occupation lag, time evolution: -0.01768
occupation lag, formula: -0.01801
pair sum, fixed width: 0.1393  formula: 0.1393
pair sum, varying width: 0.0454  formula: 0.0454
pair sum, kT = 0.3: 0.1522  formula: 0.1522
EXAMPLE INPUTS
masses of P and W: 30.974 and 183.84 u
level far out, drop: 2.0 eV, 3.0 eV
decay length of level: 0.10 nm; half-width: 1.0 eV
kinetic energy: 2.0 eV; film: 600 K
path: from z = 0.4 nm to z = 0 nm
EXAMPLE RESULTS (one spin)
speed: 3.530 nm/ps
height where level meets EF: 0.0405 nm
level slope there: 20.00 eV/nm
density of states at EF there: 0.3183 1/eV
friction there: 0.0838 eV ps/nm^2 = 1.343e-14 kg/s
damping rate eta/m: 0.2611 1/ps; time 3.83 ps
drag force: 0.2958 eV/nm
static electronic force, size: 10.00 eV/nm
z = 0.0 nm: level -1.000 eV, friction 0.04714 eV ps/nm^2
z = 0.1 nm: level 0.896 eV, friction 0.00785 eV ps/nm^2
z = 0.2 nm: level 1.594 eV, friction 0.00028 eV ps/nm^2
energy loss on the way in, formula: 19.54 meV
loss as share of kinetic energy: 0.98 %
constant-slope full crossing, formula: 23.23 meV
the same from amplitude equation: 23.17 meV
VALIDITY AND NEGLECTED EFFECTS
hbar*slope*speed/width^2: 0.0465
hbar*speed/(decay length*width): 0.0232
slow lag, amplitude eq./formula: 0.9979
full-speed lag/formula at EF: 0.9721
full-speed loss, amplitude equation: 19.69 meV
friction at 600 K / at 0 K: 0.9833
loss if width decays over 0.2 nm: 20.64 meV
varying/fixed-width friction at z = 0: 0.667
band half-width 5 eV, EF 1 eV above centre: shift 0.129 eV
friction ratio from that shift: 0.9675
repulsion U = 2.0 eV, friction factor: 0.3733
the same from time integration: 0.3733
head-on recoil share to one W atom: 0.494 = 0.99 eV
```
